**Midplane lowering in a depleted interlayer: formula, averages and neglected effects**

The program tests $\Delta=\pi Nd^2/(2\varepsilon)$ in atomic units, where $N$ is the ionized-donor density, $d$ the layer thickness and $\varepsilon$ its relative permittivity. It asserts agreement with a finite-difference solution of Poisson's equation in SI units for three layers, each with equal and unequal face potentials. For $d=2$ nm, $N=10^{20}$ cm$^{-3}$ and $\varepsilon=20$, the output gives $\Delta=0.0452$ eV and a face field of 0.905 MV/cm. Real-space image sums and random sampling test the mean and spread for discrete donors; the rms spread is 0.057 eV, or 0.046 eV without donors inside a 0.2 nm core. The silicon surface field is tested by integrating the nonlinear Poisson equation, and finite screening raises the midplane lowering to 0.074 eV relative to the metal. The midplane image energy is tested against a wave-number integral and is $-0.0998$ eV for an optical permittivity of 5. The program also asserts that the WKB and wave-equation tunnelling gains agree within 6%; they are 1.56 and 1.53. Its barrier profile and tunnelling calculation leave out image forces.

## Program and output

```python
"""Midplane barrier lowering in a fully depleted interlayer.
Result under test (atomic units): Delta = pi*N*d**2/(2*eps), where N is the
density of ionized donors, d the thickness and eps the relative permittivity;
both faces have the same potential. Delta is the drop of the electron energy
at midplane below its value at the faces. Neglected effects are sized too.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import gamma

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
NM = 1e-9 / BOHR                 # one nanometre in bohr
PER_CM3 = 1e6 * BOHR**3          # one per cubic centimetre in bohr^-3

# Inputs: the first three define the problem, the others are rough or round.
d_nm, donors_cm3, eps = 2.0, 1e20, 20.0
temperature = 300.0
barrier_ev, donor_depth_ev = 0.5, 0.1
layer_mass, lead_energy_ev = 1.0, 5.0
eps_optical, breakdown_mv_cm = 5.0, 4.0
eps_si, mass_si, doping_si_cm3 = 11.7, 1.08, 1e20
core_nm = 0.2

d = d_nm * NM
N = donors_cm3 * PER_CM3
kT = const.k * temperature / const.e / HARTREE
barrier = barrier_ev / HARTREE


def lowering(thickness, density, permittivity):
    return np.pi * density * thickness**2 / (2 * permittivity)


def poisson_si(thick_nm, dens_cm3, permittivity, right_volt=0.0, cells=200):
    """Finite-difference potential in volts; the left face is at zero."""
    step = thick_nm * 1e-9 / cells
    source = const.e * dens_cm3 * 1e6 / (const.epsilon_0 * permittivity)
    bands = np.ones((3, cells - 1))
    bands[1] = -2.0
    rhs = np.full(cells - 1, -source * step**2)
    rhs[-1] -= right_volt
    inner = solve_banded((1, 1), bands, rhs)
    return np.concatenate(([0.0], inner, [right_volt])), step


# Smooth layer: formula against finite differences, equal and unequal faces.
for thick, dens, perm in [(2, 1e20, 20), (4, 1e20, 20), (3, 4e19, 9)]:
    for right in (0.0, 0.1):
        phi, _ = poisson_si(thick, dens, perm, right)
        formula = lowering(thick * NM, dens * PER_CM3, perm) * HARTREE
        assert abs(phi[100] - right / 2 - formula) < 1e-7

delta = lowering(d, N, eps)
delta_ev = delta * HARTREE
phi, step = poisson_si(d_nm, donors_cm3, eps)
barrier_profile = barrier_ev - phi
assert np.argmin(barrier_profile) == 100
assert abs(barrier_profile.max() - barrier_ev) < 1e-12
mean_ev = np.trapezoid(phi, dx=step) / (d_nm * 1e-9) if hasattr(
    np, "trapezoid") else np.trapz(phi, dx=step) / (d_nm * 1e-9)
assert abs(mean_ev / (2 * delta_ev / 3) - 1) < 1e-3
field = 4 * delta_ev / d_nm * 10          # V/nm to MV/cm
field_numeric = (-3 * phi[0] + 4 * phi[1] - phi[2]) / (2 * step) / 1e8
assert abs(field / field_numeric - 1) < 1e-6


def donor_potential(radius, height, images):
    """Midplane potential of a donor between grounded planes, d = eps = 1."""
    total = np.zeros(np.broadcast(radius, height).shape)
    for m in range(-images, images + 1):
        weight = 0.5 if abs(m) == images else 1.0
        sign = 1.0 if m % 2 == 0 else -1.0
        total += weight * sign / np.sqrt(radius**2 + (height - 0.5 - m)**2)
    return total


# Integrals over donor positions; cubic maps gather points at the singularity.
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = (nodes + 1) / 2, weights / 2
r_max = 4.0
radius = (r_max * nodes**3)[:, None]
distance = (0.5 * nodes**3)[None, :]
volume = (2 * 2 * np.pi * radius * (3 * r_max * nodes**2 * weights)[:, None]
          * (1.5 * nodes**2 * weights)[None, :])
v = donor_potential(radius, 0.5 - distance, 400)
integral_v, integral_v2 = np.sum(volume * v), np.sum(volume * v**2)
assert abs(integral_v / (np.pi / 2) - 1) < 2e-3
assert abs(integral_v2 / np.pi - 1) < 3e-3
rms_ev = np.sqrt(np.pi * N * d) / eps * HARTREE

# Remove donors within a core, where v = 1/r - 2 ln2 to leading orders.
a = core_nm / d_nm
c = -2 * np.log(2)
core_v2 = 4 * np.pi * (a + c * a**2 + c**2 * a**3 / 3)
rms_core_ev = rms_ev * np.sqrt(1 - core_v2 / np.pi)

# Random donors test both the average and the variance without the core.
rng = np.random.default_rng(12)
samples, r_box = 40000, 2.5
density_scaled = N * d**3
counts = rng.poisson(density_scaled * np.pi * r_box**2, samples)
owner = np.repeat(np.arange(samples), counts)
rad = r_box * np.sqrt(rng.random(owner.size))
hgt = rng.random(owner.size)
v_random = donor_potential(rad, hgt, 40)
outside = rad**2 + (hgt - 0.5)**2 > a**2
sum_all = np.bincount(owner, v_random, minlength=samples)
sum_outside = np.bincount(owner, v_random * outside, minlength=samples)
scale_ev = HARTREE / (eps * d)
sample_mean_ev = sum_all.mean() * scale_ev
sample_rms_core_ev = sum_outside.std() * scale_ev
# Statistical errors are about 1 percent (mean) and 2 percent (rms).
assert abs(sample_mean_ev / delta_ev - 1) < 0.05
assert abs(sample_rms_core_ev / rms_core_ev - 1) < 0.08

# Finite screening in silicon, with Fermi-Dirac electrons.
t_grid = np.linspace(0.0, 9.0, 901)


def fermi(order, eta):
    """Normalized Fermi-Dirac integral for order 1/2 or 3/2."""
    occupation = 1 / (1 + np.exp(t_grid**2 - eta))
    integrand = 2 * t_grid**(2 * order + 1) * occupation
    return np.sum(integrand) * t_grid[1] / gamma(order + 1)


nc_si = 2 * (mass_si * kT / (2 * np.pi))**1.5
n_si = doping_si_cm3 * PER_CM3
eta_si = brentq(lambda x: nc_si * fermi(0.5, x) - n_si, -5, 20, xtol=1e-13)


def silicon_slope(surface):
    pressure = nc_si * kT * (fermi(1.5, eta_si + surface / kT)
                             - fermi(1.5, eta_si))
    return np.sqrt(8 * np.pi / eps_si * (pressure - n_si * surface))


def displacement_mismatch(surface):
    return eps * (4 * delta - surface) / d - eps_si * silicon_slope(surface)


phi_si = brentq(displacement_mismatch, 1e-3 * delta, 4 * delta)
small = 1e-5
dn_dmu = nc_si * (fermi(0.5, eta_si + small)
                  - fermi(0.5, eta_si - small)) / (2 * small * kT)
screening = np.sqrt(eps_si / (4 * np.pi * dn_dmu))


def silicon_ode(_, y):
    electrons = nc_si * fermi(0.5, eta_si + y[0] / kT)
    return [y[1], 4 * np.pi / eps_si * (electrons - n_si)]


def reached_surface(_, y):
    return y[0] - phi_si


reached_surface.terminal = True
start = 1e-3 * delta
path = solve_ivp(silicon_ode, (0, 30 * screening), [start, start / screening],
                 events=reached_surface, rtol=1e-8, atol=1e-12)
assert len(path.t_events[0]) == 1
assert abs(path.y_events[0][0][1] / silicon_slope(phi_si) - 1) < 2e-3
mid_si_ev = (delta + phi_si / 2) * HARTREE
phi_check, _ = poisson_si(d_nm, donors_cm3, eps, phi_si * HARTREE)
assert abs(phi_check[100] - mid_si_ev) < 1e-7

# Image energy at midplane: closed form against the wave-number integral.
image = -np.log(2) / (eps_optical * d)
integral = quad(lambda x: np.tanh(x) - 1, 0, 40)[0]
assert abs(integral / (eps_optical * d) / image - 1) < 1e-7
image_ev = image * HARTREE

# Electrons left in the layer and on its donors at midplane.
nc_layer = 2 * (layer_mass * kT / (2 * np.pi))**1.5
eta_mid = -(barrier - delta) / kT
free_fraction = nc_layer * np.exp(eta_mid) / N
assert abs(nc_layer * fermi(0.5, eta_mid) / N / free_fraction - 1) < 1e-4
donor_gap = barrier - delta - donor_depth_ev / HARTREE
filled_fraction = 1 / (1 + 0.5 * np.exp(donor_gap / kT))
assert free_fraction < 1e-3 and filled_fraction < 1e-3


# Tunnelling at the Fermi level, with and without the donor potential.
def barrier_at(x, drop):
    return barrier - 4 * drop * (x / d) * (1 - x / d)


def wkb_exponent(drop):
    return 2 * quad(lambda x: np.sqrt(2 * layer_mass * barrier_at(x, drop)),
                    0, d)[0]


def transmission(drop):
    k = np.sqrt(2 * layer_mass * lead_energy_ev / HARTREE)
    wave = solve_ivp(
        lambda x, y: [y[1], 2 * layer_mass * barrier_at(x, drop) * y[0]],
        (d, 0), np.array([1.0 + 0j, 1j * k]), rtol=1e-9, atol=1e-11)
    incident = (wave.y[0, -1] + wave.y[1, -1] / (1j * k)) / 2
    return 1 / abs(incident)**2


exponent_flat, exponent_doped = wkb_exponent(0.0), wkb_exponent(delta)
gain_wkb = np.exp(exponent_flat - exponent_doped)
t_flat, t_doped = transmission(0.0), transmission(delta)
gain_wave = t_doped / t_flat
assert gain_wave > 1 and abs(gain_wkb / gain_wave - 1) < 0.06

print(f"Thickness: {d_nm:.1f} nm")
print(f"Donor density: {donors_cm3:.1e} cm^-3")
print(f"Relative permittivity: {eps:.1f}")
print(f"Midplane lowering, formula: {delta_ev:.5f} eV")
print(f"Midplane lowering, converted: {delta:.6f} hartree")
print(f"Midplane lowering, finite differences: {phi[100]:.5f} eV")
print(f"Mean lowering over layer: {2 * delta_ev / 3:.5f} eV")
print(f"Face field: {field:.3f} MV/cm")
print(f"Breakdown field, rough input: {breakdown_mv_cm:.1f} MV/cm")
print(f"Face field / breakdown field: {field / breakdown_mv_cm:.3f}")
print(f"Donors per area: {donors_cm3 * d_nm * 1e-7:.2e} cm^-2")
print(f"Electrode charge per face: {donors_cm3 * d_nm * 5e-8:.2e} e/cm^2")
print(f"Donor spacing N^(-1/3): {(donors_cm3 * 1e-21)**(-1/3):.3f} nm")
print(f"Rms spread, all random donors: {rms_ev:.4f} eV")
print(f"Excluded core radius: {core_nm:.1f} nm")
print(f"Rms spread without core: {rms_core_ev:.4f} eV")
print(f"Sampled mean lowering: {sample_mean_ev:.4f} eV")
print(f"Sampled rms without core: {sample_rms_core_ev:.4f} eV")
print(f"Silicon permittivity, rough input: {eps_si:.1f}")
print(f"Silicon DOS mass, rough input: {mass_si:.2f} electron masses")
print(f"Silicon doping, input: {doping_si_cm3:.1e} cm^-3")
print(f"Silicon screening length: {screening / NM:.3f} nm")
print(f"Silicon surface potential: {phi_si * HARTREE:.4f} V")
print(f"Midplane lowering from metal face, with Si: {mid_si_ev:.4f} eV")
print(f"Optical permittivity, rough input: {eps_optical:.1f}")
print(f"Image energy at midplane: {image_ev:.4f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {kT * HARTREE:.5f} eV")
print(f"Face barrier, rough input: {barrier_ev:.2f} eV")
print(f"Highest barrier with donors: {barrier_profile.max():.4f} eV")
print(f"Midplane barrier with donors: {barrier_profile[100]:.4f} eV")
print(f"Donor depth, round input: {donor_depth_ev:.2f} eV")
print(f"Free electrons / donors at midplane: {free_fraction:.2e}")
print(f"Filled donor fraction at midplane: {filled_fraction:.2e}")
print(f"Layer mass, round input: {layer_mass:.1f} electron masses")
print(f"Lead kinetic energy, round input: {lead_energy_ev:.1f} eV")
print(f"WKB exponent without donors: {exponent_flat:.3f}")
print(f"WKB exponent with donors: {exponent_doped:.3f}")
print(f"Tunnelling gain, WKB: {gain_wkb:.3f}")
print(f"Tunnelling gain, wave equation: {gain_wave:.3f}")
print(f"Transmission without donors: {t_flat:.3e}")
print(f"Transmission with donors: {t_doped:.3e}")
print(f"Boltzmann factor of face barrier: {np.exp(-barrier / kT):.3e}")
print("all assertions hold")
```

Running it gives:

```
Thickness: 2.0 nm
Donor density: 1.0e+20 cm^-3
Relative permittivity: 20.0
Midplane lowering, formula: 0.04524 eV
Midplane lowering, converted: 0.001662 hartree
Midplane lowering, finite differences: 0.04524 eV
Mean lowering over layer: 0.03016 eV
Face field: 0.905 MV/cm
Breakdown field, rough input: 4.0 MV/cm
Face field / breakdown field: 0.226
Donors per area: 2.00e+13 cm^-2
Electrode charge per face: 1.00e+13 e/cm^2
Donor spacing N^(-1/3): 2.154 nm
Rms spread, all random donors: 0.0571 eV
Excluded core radius: 0.2 nm
Rms spread without core: 0.0461 eV
Sampled mean lowering: 0.0448 eV
Sampled rms without core: 0.0459 eV
Silicon permittivity, rough input: 11.7
Silicon DOS mass, rough input: 1.08 electron masses
Silicon doping, input: 1.0e+20 cm^-3
Silicon screening length: 0.599 nm
Silicon surface potential: 0.0583 V
Midplane lowering from metal face, with Si: 0.0744 eV
Optical permittivity, rough input: 5.0
Image energy at midplane: -0.0998 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
Face barrier, rough input: 0.50 eV
Highest barrier with donors: 0.5000 eV
Midplane barrier with donors: 0.4548 eV
Donor depth, round input: 0.10 eV
Free electrons / donors at midplane: 5.75e-09
Filled donor fraction at midplane: 2.19e-06
Layer mass, round input: 1.0 electron masses
Lead kinetic energy, round input: 5.0 eV
WKB exponent without donors: 14.491
WKB exponent with donors: 14.045
Tunnelling gain, WKB: 1.561
Tunnelling gain, wave equation: 1.532
Transmission without donors: 6.733e-07
Transmission with donors: 1.032e-06
Boltzmann factor of face barrier: 3.984e-09
all assertions hold
```
